# The moire period of graphene on an aligned, slightly larger lattice

## Problem

A graphene layer lies on a crystal whose surface lattice is also triangular. The lattice spacing of graphene is $a=0.246$ nm. The spacing $a_s$ of the substrate is 1.8 per cent larger, and the lattice axes of the two layers are parallel. Show that the two lattices together form a moire pattern with a period of about 13.9 nm.

**Conventions.** The spacing $a$ is the shortest distance between equivalent sites of the lattice, not the shorter distance between neighbouring carbon atoms. The mismatch is measured relative to graphene:

$$
\delta=\frac{a_s-a}{a}=0.018,\qquad a_s=(1+\delta)a .
$$

Both layers are taken as flat, rigid and uniform.

## Hints

**Hint 1.** Decide first what repeats. The atoms need not return to exactly the same arrangement. Look instead at the *registry*: the position of a graphene site within the unit cell of the substrate beneath it.

**Hint 2.** Begin with a single row. Number the sites of both layers from a point where two of them coincide. How far apart are the two sites that carry the number $n$? How large must this distance become before the registry is the same as at the start?

**Hint 3.** In the plane, do the same with two indices. Because the axes are parallel, the substrate site with given indices lies at $(1+\delta)$ times the position of the graphene site with the same indices.

**Hint 4.** Two offsets describe the same registry if they differ by a lattice vector of the *substrate*, whose length is measured in units of $a_s$, not $a$.

## Solution

### One row of sites

Put the origin where a graphene site lies on a substrate site. Along a common axis, graphene site $n$ is at $na$ and substrate site $n$ is at $na_s$. Their separation is

$$
na_s-na=n(a_s-a).
$$

It grows by $a_s-a=0.018\times0.246\ \text{nm}=0.004428$ nm from one site to the next. When it has grown to one full substrate spacing, the graphene site again lies on a substrate site, namely the one numbered $n-1$. The condition is

$$
n(a_s-a)=a_s
\quad\Longrightarrow\quad
n=\frac{a_s}{a_s-a}.
$$

The distance covered is

$$
L=na=\frac{a\,a_s}{a_s-a}.
$$

The value of $n$ found in this way need not be an integer. This does no harm to the meaning of $L$: the registry changes by less than 2 per cent of a substrate spacing between neighbouring sites, so it can be followed as a smooth function of position, and $L$ is the period of that function.

Dividing $L$ by each spacing in turn gives

$$
\frac{L}{a}-\frac{L}{a_s}
=\frac{a_s}{a_s-a}-\frac{a}{a_s-a}=1 .
$$

Over one moire period the finer row therefore fits in one more spacing than the coarser row. This is the principle of a vernier scale.

### The whole plane

A row does not yet show that the pattern repeats in two dimensions, or what shape it has. Let $\mathbf a_1$ and $\mathbf a_2$ be two graphene lattice vectors of length $a$ at 60 degrees to each other. A graphene site and the substrate site with the same indices are at

$$
\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2,
\qquad
\mathbf S=(1+\delta)\mathbf R .
$$

The offset from the first to the second is

$$
\mathbf d(\mathbf R)=\mathbf S-\mathbf R=\delta\,\mathbf R .
$$

As in the row, $\mathbf R$ is now treated as a continuous position. The registry at $\mathbf R+\mathbf T$ equals that at $\mathbf R$ if the two offsets differ by a substrate lattice vector. Since $\mathbf d$ is linear in $\mathbf R$, the difference does not depend on $\mathbf R$:

$$
\mathbf d(\mathbf R+\mathbf T)-\mathbf d(\mathbf R)=\delta\,\mathbf T .
$$

Every substrate lattice vector has the form $(1+\delta)(m_1\mathbf a_1+m_2\mathbf a_2)$ with integers $m_1,m_2$. Hence

$$
\delta\,\mathbf T=(1+\delta)(m_1\mathbf a_1+m_2\mathbf a_2)
\quad\Longrightarrow\quad
\mathbf T=\frac{1+\delta}{\delta}\,(m_1\mathbf a_1+m_2\mathbf a_2).
$$

The repeat vectors of the moire are the graphene lattice vectors, all enlarged by the same factor. The moire is thus a triangular lattice with its axes parallel to those of graphene. To find its spacing we need the shortest non-zero $\mathbf T$. With $\mathbf a_1\cdot\mathbf a_2=a^2\cos60^\circ=a^2/2$,

$$
|m_1\mathbf a_1+m_2\mathbf a_2|^2
=a^2\,(m_1^2+m_1m_2+m_2^2).
$$

The bracket is an integer, and it is positive unless both indices vanish, because it equals $(m_1+m_2/2)^2+3m_2^2/4$. Its smallest non-zero value is therefore 1, reached for instance at $m_1=1$, $m_2=0$. The period is

$$
\boxed{L=\frac{(1+\delta)\,a}{\delta}}
$$

This agrees with the result for the row, since $a_s=(1+\delta)a$ and $a_s-a=\delta a$.

The choice of origin does not matter. If graphene is slid by a vector $\mathbf s$, the site that was at $\mathbf R$ is found at $\mathbf x=\mathbf R+\mathbf s$, and its offset becomes

$$
(1+\delta)(\mathbf x-\mathbf s)-\mathbf x=\delta\,\mathbf x-(1+\delta)\mathbf s .
$$

The added constant cancels from the difference of two offsets, so the period is unchanged. The pattern as a whole moves by $(1+\delta)\mathbf s/\delta$. The moire magnifies a small slide by the same factor by which it magnifies the lattice.

### The numbers

The substrate spacing is $a_s=1.018\times0.246\ \text{nm}=0.2504$ nm, and

$$
L=\frac{1.018}{0.018}\times0.246\ \text{nm}
=56.56\times0.246\ \text{nm}=13.9\ \text{nm},
$$

as was to be shown. One period holds $L/a=56.56$ graphene spacings and $L/a_s=55.56$ substrate spacings, which differ by one as required.

### Does the atomic arrangement repeat as well?

It does not repeat after one period, because 56.56 is not an integer. For sites on an axis to coincide exactly, there must be integers $n$ and $m$ with $na=ma_s$, that is,

$$
\frac{n}{m}=\frac{a_s}{a}=1.018=\frac{509}{500}.
$$

The fraction is in lowest terms, since 500 has only the prime factors 2 and 5 and neither divides 509. The first exact coincidence after the origin comes at 509 graphene spacings, or 125.21 nm. Graphene has gained $509-500=9$ spacings on the substrate by then, so nine moire periods have passed, and $125.21\ \text{nm}/9=13.9$ nm once more.

The length of 125 nm has little physical meaning. It depends on reading 1.018 as an exact decimal fraction, and a tiny change of the mismatch would alter it greatly. The moire period changes smoothly with $\delta$, which is why it is the useful length.

### A test that does not use the formula

The period can also be found from the sites themselves. A patch of $641\times641$ graphene sites was laid out, and at each site a function with the periodicity of the substrate was evaluated: a sum of three cosines. The samples were weighted with a Gaussian window of standard deviation 16 nm, and their Fourier transform was searched for its strongest long-wave component, excluding the region around zero wave number.

The strongest component has wave number $q=0.5215\ \text{nm}^{-1}$. To turn this into a period, note that the wave has its crests along the rows of the moire lattice. In a triangular lattice of spacing $L$, neighbouring rows are $L\sqrt3/2$ apart, so

$$
\frac{2\pi}{q}=\frac{\sqrt3}{2}L
\quad\Longrightarrow\quad
L=\frac{4\pi}{\sqrt3\,q}=13.9\ \text{nm}.
$$

The search and the formula agree to within one part in ten thousand. The wave vector was also tested to lie at 30 degrees to a graphene axis, within 0.05 degree. That is the direction perpendicular to a row when the moire and graphene axes are parallel. The values are listed in the numerical output.

### How firm is the number?

Write the period as $L=a(1+1/\delta)$. Differentiating at fixed $a$ and dividing by $L$ gives

$$
\frac{dL}{d\delta}=-\frac{a}{\delta^2},
\qquad
\frac{dL}{L}=-\frac{d\delta}{\delta(1+\delta)} .
$$

The small $\delta$ in the denominator makes the period sensitive to the mismatch. A value quoted as 1.8 per cent may stand for anything from 1.75 to 1.85 per cent, and the period then runs from 14.30 nm down to 13.54 nm. The third digit of 13.9 nm is justified only if the mismatch is taken as given.

The reference for the percentage matters too. Suppose that the 1.8 per cent were measured relative to the substrate, $\delta'=(a_s-a)/a_s$. Then the row formula gives

$$
L=\frac{a\,a_s}{a_s-a}=\frac{a}{\delta'}=\frac{0.246\ \text{nm}}{0.018}=13.7\ \text{nm}.
$$

For the same numerical value of the mismatch, the two readings differ by $(1+\delta)a/\delta-a/\delta=a$, one graphene spacing. The wording "1.8 per cent larger" refers to graphene and selects 13.9 nm.

Two limits help to fix the meaning of the formula. As $\delta\to0$ the period grows without bound: two equal, aligned lattices have the same registry everywhere and show no moire. When $\delta$ is not small, $L$ is no longer much larger than the lattice spacings, and the formula no longer describes a slow pattern. At $\delta=0.5$, for example, the formula gives $L=3a$, which is only two substrate spacings. (A slow pattern can still appear if the two spacings are close to some other simple ratio, such as 2 to 1, but this formula does not give its period.)

### The real case

The numbers are those of graphene on hexagonal boron nitride, whose lattice spacing is roughly 0.25 nm. The mismatch of 1.8 per cent is a typical rough value for this pair, and moire periods of roughly 14 nm are known for well-aligned samples. Real layers can depart from the model in several ways, of which three are considered here. They may be slightly twisted, which is treated in Variation 1: half a degree already shortens the model period by 10 per cent. Graphene may be uniformly strained, which is treated in Variation 2: a strain of 0.1 per cent moves the period by 5 to 6 per cent. Finally, the atoms may relax locally towards favourable registries.

Local relaxation need not change the period. Let each graphene site be displaced by $\mathbf u(\mathbf R)$, where $\mathbf u$ repeats with the moire, so that the mean spacing is unchanged. The offset becomes $\delta\mathbf R-\mathbf u(\mathbf R)$, and

$$
\delta(\mathbf R+\mathbf T)-\mathbf u(\mathbf R+\mathbf T)-\delta\mathbf R+\mathbf u(\mathbf R)=\delta\,\mathbf T,
$$

because $\mathbf u(\mathbf R+\mathbf T)=\mathbf u(\mathbf R)$. The condition on $\mathbf T$ is the same as before. The Fourier search was repeated with a displacement made of three waves of amplitude 0.002 nm each, and it again gave 13.9 nm. Such relaxation alters the shape of the pattern within each cell, not the size of the cell. The fixed mean spacing is an assumption here, not a result: the displacement was imposed, not obtained by minimising an energy. A layer whose mean spacing is free can lower its energy further by also stretching slightly towards the substrate spacing, and the period then lengthens as in Variation 2.

## Variation 1: a small twist

*The substrate is turned by an angle $\theta$ relative to graphene. Both spacings are held fixed. How does the period change?*

Represent vectors in the plane by complex numbers, so that a rotation by $\theta$ is multiplication by $e^{i\theta}$. The substrate site with the same indices as $R$ is now at $S=(1+\delta)e^{i\theta}R$, and the offset is

$$
d(R)=\left[(1+\delta)e^{i\theta}-1\right]R .
$$

Let $A$ be any graphene lattice vector. The substrate lattice vectors are $(1+\delta)e^{i\theta}A$, so the repeat condition reads

$$
\left[(1+\delta)e^{i\theta}-1\right]T=(1+\delta)e^{i\theta}A
\quad\Longrightarrow\quad
T=\frac{(1+\delta)e^{i\theta}}{(1+\delta)e^{i\theta}-1}\,A .
$$

Multiplication by one complex number enlarges and rotates all vectors alike, so the moire is still triangular. Its spacing follows from $|A|=a$ and the squared modulus of the denominator:

$$
\begin{aligned}
\left|(1+\delta)e^{i\theta}-1\right|^2
&=(1+\delta)^2+1-2(1+\delta)\cos\theta\\
&=\left[(1+\delta)-1\right]^2+2(1+\delta)(1-\cos\theta)\\
&=\delta^2+2(1+\delta)(1-\cos\theta).
\end{aligned}
$$

Therefore

$$
L(\theta)=\frac{(1+\delta)a}{\sqrt{\delta^2+2(1+\delta)(1-\cos\theta)}} .
$$

At $\theta=0$ this is the earlier result. Since $1-\cos\theta\ge0$, any small twist away from the aligned position shortens the period. The formula is meant for small twists, for which $L$ is much larger than $a$. It cannot be used for all angles: a turn by 60 degrees brings the substrate lattice back onto itself, and the aligned pattern returns. The values are 13.85 nm at 0.1 degree, 12.50 nm at 0.5 degree and 9.95 nm at 1 degree, which are 0.5, 10.2 and 28.5 per cent below the aligned value. The Fourier search agrees with the formula for all three angles to within one part in ten thousand.

The orientation responds sooner than the period. For $\theta\ll\delta$, with $\theta$ in radians, the denominator of $T$ is approximately $\delta+i(1+\delta)\theta$, whose argument is about $(1+\delta)\theta/\delta$. The numerator contributes the argument $\theta$. The moire axes therefore turn relative to graphene by

$$
\theta-\frac{1+\delta}{\delta}\,\theta=-\frac{\theta}{\delta} .
$$

The pattern turns in the sense opposite to the substrate, and by an angle $1/\delta=55.56$ times larger. This rotation is of first order in $\theta$, whereas the period changes only in second order. Close to alignment, the direction of the moire is thus the more sensitive measure of a twist.

## Variation 2: strained graphene

*Graphene is stretched uniformly by a small fraction $\varepsilon$ in all directions of the plane, while $a_s$ is held fixed. The axes are parallel. Find the new period.*

Replace $a$ by $a(1+\varepsilon)$ in the row formula. The difference of the spacings becomes

$$
a_s-a(1+\varepsilon)=(1+\delta)a-(1+\varepsilon)a=(\delta-\varepsilon)a ,
$$

and so, for $\varepsilon<\delta$,

$$
L(\varepsilon)=\frac{a(1+\varepsilon)\,(1+\delta)a}{(\delta-\varepsilon)a}
=\frac{(1+\delta)(1+\varepsilon)\,a}{\delta-\varepsilon} .
$$

For $\varepsilon=+0.1$ per cent,

$$
L=\frac{1.018\times1.001\times0.246\ \text{nm}}{0.017}=14.75\ \text{nm},
$$

which is 6.0 per cent longer than without strain. For $\varepsilon=-0.1$ per cent the denominator is 0.019 and the period is 13.17 nm, 5.4 per cent shorter. In both cases the strain is magnified more than fiftyfold, because it changes the small difference $a_s-a$, not just $a$. The two changes are unequal because $1/(\delta-\varepsilon)$ is a curved function of $\varepsilon$. As $\varepsilon\to\delta$ the period diverges: graphene then matches the substrate and the moire disappears.

This bears on growth at high temperature. Take, as round values, a difference of $10^{-6}$ per K between the thermal expansions of the two layers and a temperature change of 1000 K. If both layers expand freely, the ratio of their spacings changes by about $10^{-6}\times1000=0.1$ per cent. The period at the growth temperature would then differ from that of the cooled sample by 5 to 6 per cent, with a sign that depends on which layer expands more. The expansion common to both layers merely scales $L$ by the same small fraction as the lattices themselves. For layers that expand freely, a mismatch used to predict a moire period should therefore belong to the temperature at which the pattern is observed. If the substrate holds the graphene while the sample cools, the graphene keeps a strain, and the actual spacings of the two layers must be used instead of those of the free crystals.

## Values computed for the example and the checks

```
graphene spacing: 0.246 nm
mismatch relative to graphene: 1.8 per cent
substrate spacing: 0.2504 nm
spacing difference: 0.004428 nm
moire period from formula: 13.913 nm
moire period from Fourier search: 13.913 nm
wave number found by the search: 0.5215 1/nm
graphene spacings per period: 56.56
substrate spacings per period: 55.56
exact coincidence, graphene spacings: 509
exact coincidence, substrate spacings: 500
exact coincidence length: 125.21 nm
moire periods in that length: 9
period if mismatch is relative to substrate: 13.667 nm
difference of the two readings: 0.246 nm
period at twist 0.1 degree: 13.85 nm (-0.5 per cent)
period at twist 0.5 degree: 12.50 nm (-10.2 per cent)
period at twist 1.0 degree: 9.95 nm (-28.5 per cent)
assumed expansion difference: 1e-06 1/K
assumed temperature change: 1000 K
period at graphene strain +0.1 per cent: 14.75 nm (+6.0 per cent)
period at graphene strain -0.1 per cent: 13.17 nm (-5.4 per cent)
period at mismatch 1.75 per cent: 14.30 nm
period at mismatch 1.85 per cent: 13.54 nm
relaxation amplitude per wave: 0.002 nm
period found with relaxation: 13.913 nm
```
